**Random-dopant threshold spread and critical channel area**

The program tests σ = (q/C)√[N_A d/(3A)] and the critical area A_c = q²N_A d/(3C²s²). Here q is the elementary charge, C the oxide capacitance per area, N_A the acceptor density, d the depletion width, A the channel area and s the voltage limit. It asserts that Monte Carlo samples with a moving depletion edge agree with σ within 3% at half, one and two times A_c, and that the variance splits into number and placement parts near 1/4 and 1/12. A three-dimensional finite-volume solution tests the threshold shift from single dopants at several depths and lateral positions. A nonlinear Poisson–Boltzmann solution tests the dopant weight in the presence of holes and the integral of its square. For the chosen parameters the output gives A_c = 1426 nm², with about 86 dopants in the depletion region. The hole tail changes this area by −1.03%, while counting all dopants in a fixed box would give 4278 nm².

## Check in Python

```python
# Result under test: the threshold-voltage deviation from random dopants is
#   sigma = (q/C) sqrt(N d / (3 A)),
# so sigma exceeds a limit s when A < A_c = q^2 N d / (3 C^2 s^2).
# q: elementary charge, C: oxide capacitance per area, N: acceptor density,
# d: depletion width at threshold, A: channel area.
# Threshold is defined by a fixed area-averaged surface potential.
import numpy as np
from scipy.constants import e as q, k as k_B, epsilon_0
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu

C = 0.02
N = 3e24
d = 20e-9
limit = 0.030
eps_semi = 12 * epsilon_0
eps_ox = 4 * epsilon_0
T = 300.0
V_thermal = k_B * T / q


def sigma_formula(area):
    return q / C * np.sqrt(N * d / (3 * area))


A_c = q**2 * N * d / (3 * C**2 * limit**2)
number_c = N * d * A_c
V_dep = q * N * d / C
psi_s = q * N * d**2 / (2 * eps_semi)
assert abs(number_c / ((V_dep / limit)**2 / 3) - 1) < 1e-12

# Monte Carlo with discrete dopants. Depths are in units of d.
# The depletion edge is found from the first moment (fixed surface
# potential); the last dopant plane may be partly neutralized by holes.
rng = np.random.default_rng(12345)


def sample_counts(area, samples=20000):
    mean_number = N * d * area
    columns = int(2 * mean_number + 60)
    depth = rng.exponential(1 / mean_number, (samples, columns))
    np.cumsum(depth, axis=1, out=depth)
    box_count = (depth < 1).sum(axis=1)
    moment = np.cumsum(depth, axis=1)
    target = mean_number / 2
    full = (moment < target).sum(axis=1)
    assert full.min() >= 1 and full.max() < columns
    row = np.arange(samples)
    fraction = (target - moment[row, full - 1]) / depth[row, full]
    return full + fraction, box_count


sampled = {}
for factor in (0.5, 1.0, 2.0):
    area = factor * A_c
    charge_count, box_count = sample_counts(area)
    sampled[factor] = q * charge_count.std() / (C * area)
    assert abs(sampled[factor] / sigma_formula(area) - 1) < 0.03
    if factor == 1.0:
        box_sigma = q * box_count.std() / (C * area)
        cov = np.cov(charge_count, box_count)
        slope = cov[0, 1] / cov[1, 1]
        number_part = slope**2 * cov[1, 1] / number_c
        placement_part = (cov[0, 0] - slope * cov[0, 1]) / number_c
assert sampled[0.5] > limit > sampled[2.0]
# Tolerances cover sampling noise and corrections of order 1/number.
assert abs(box_sigma / (np.sqrt(3) * limit) - 1) < 0.03
assert abs(slope - 0.5) < 0.02
assert abs(number_part - 1 / 4) < 0.02
assert abs(placement_part - 1 / 12) < 0.005

# Three-dimensional linear response to one dopant: gate above the oxide,
# grounded depletion edge, no flux through the side walls.
cells = 16
layers_semi = 20
cell = np.sqrt(A_c) / cells
t_ox = eps_ox / C
thickness = np.array([t_ox / 2] * 2 + [d / layers_semi] * layers_semi)
permittivity = np.array([eps_ox] * 2 + [eps_semi] * layers_semi)
link = permittivity / thickness
vertical = diags([-link[1:-1], link[:-1] + link[1:], -link[1:-1]],
                 [-1, 0, 1])
half = permittivity * thickness / 2
lateral_weight = diags(half[:-1] + half[1:])
line_diag = np.full(cells, 2.0)
line_diag[[0, -1]] = 1.0
line = diags([-np.ones(cells - 1), line_diag, -np.ones(cells - 1)],
             [-1, 0, 1])
plane = kron(line, identity(cells)) + kron(identity(cells), line)
matrix = (cell**2 * kron(vertical, identity(cells**2))
          + kron(lateral_weight, plane)).tocsc()
solver = splu(matrix)
shape = (len(link) - 1, cells, cells)
gate_source = np.zeros(shape)
gate_source[0] = cell**2 * link[0]
gate_response = solver.solve(gate_source.ravel()).reshape(shape)[1].mean()
single_shift = {}
for layer in (2, 5, 10, 16):
    for i, j in ((0, 0), (8, 5)):
        source = np.zeros(shape)
        source[1 + layer, i, j] = -q
        surface = solver.solve(source.ravel()).reshape(shape)[1]
        shift = -surface.mean() / gate_response
        expected = q / (C * A_c) * (1 - layer / layers_semi)
        assert abs(shift / expected - 1) < 1e-7
        assert surface.max() - surface.min() > 0.01 * abs(surface.mean())
    single_shift[layer] = shift

# Nonlinear Poisson-Boltzmann equation with holes, fixed surface potential.
step = 0.05e-9
points = 1000
coef = q / eps_semi


def solve_potential(doping):
    psi = np.zeros(points + 1)
    psi[0] = psi_s
    for _ in range(200):
        holes = N * np.exp(-psi[1:-1] / V_thermal)
        residual = (-(psi[:-2] - 2 * psi[1:-1] + psi[2:]) / step**2
                    + coef * (doping[1:-1] - holes))
        band = np.full((3, points - 1), -1 / step**2)
        band[1] = 2 / step**2 + coef * holes / V_thermal
        change = solve_banded((1, 1), band, -residual)
        psi[1:-1] += change
        if np.max(np.abs(change)) < 1e-11:
            break
    assert np.max(np.abs(change)) < 1e-9
    return psi


def field_shape(psi):
    value = psi + V_thermal * np.expm1(-psi / V_thermal)
    return np.sqrt(np.maximum(value, 0))


uniform = np.full(points + 1, N)
psi_0 = solve_potential(uniform)
dose = 1e-4 * N * d
hole_weight = {}
for depth_nm in (5, 10, 15, 20, 25):
    index = round(depth_nm * 1e-9 / step)
    fields = []
    for sign in (1, -1):
        doping = uniform.copy()
        doping[index] += sign * dose / step
        psi = solve_potential(doping)
        fields.append((psi[0] - psi[1]) / step)
    weight = (fields[0] - fields[1]) / (2 * coef * dose)
    assert abs(weight - field_shape(psi_0[index]) / field_shape(psi_s)) < 2e-3
    hole_weight[depth_nm] = weight

integral = (quad(field_shape, 0, psi_s, epsabs=1e-11)[0]
            / (np.sqrt(2 * coef * N) * field_shape(psi_s)**2))
field = -np.gradient(psi_0, step, edge_order=2)
g_squared = (field / field[0])**2
grid_integral = step * (g_squared.sum() - (g_squared[0] + g_squared[-1]) / 2)
assert abs(grid_integral / integral - 1) < 2e-3
A_holes = q**2 * N * integral / (C * limit)**2
assert abs(A_holes / A_c - 1) < 0.05

print(f"Oxide capacitance per area: {C:.3f} F/m^2")
print(f"Acceptor density: {N:.2e} m^-3")
print(f"Depletion width: {d*1e9:.1f} nm")
print(f"Voltage limit: {limit*1e3:.1f} mV")
print(f"Elementary charge: {q:.6e} C")
print(f"Relative permittivity, semiconductor: {eps_semi/epsilon_0:.1f}")
print(f"Relative permittivity, oxide: {eps_ox/epsilon_0:.1f}")
print(f"Temperature: {T:.1f} K")
print(f"Thermal voltage: {V_thermal*1e3:.2f} mV")
print(f"Implied surface potential: {psi_s:.4f} V")
print(f"Depletion charge voltage q N d/C: {V_dep:.4f} V")
print(f"Dopants per area N d: {N*d:.3e} m^-2")
print(f"Critical area: {A_c:.4e} m^2")
print(f"Critical area: {A_c*1e18:.1f} nm^2")
print(f"Side of equal square: {np.sqrt(A_c)*1e9:.2f} nm")
print(f"Mean dopant number at critical area: {number_c:.2f}")
print(f"Square root of that number: {np.sqrt(number_c):.3f}")
print(f"Frozen-box critical area: {3*A_c*1e18:.1f} nm^2")
print(f"Frozen-box square side: {np.sqrt(3*A_c)*1e9:.2f} nm")
print(f"Shift by one dopant at interface: {q/(C*A_c)*1e3:.3f} mV")
for layer, shift in single_shift.items():
    depth_nm = layer * d / layers_semi * 1e9
    print(f"3D shift, dopant at {depth_nm:.0f} nm: {shift*1e3:.3f} mV")
for factor, value in sampled.items():
    print(f"Formula sigma at {factor:.1f} A_c: "
          f"{sigma_formula(factor*A_c)*1e3:.2f} mV")
    print(f"Sampled sigma at {factor:.1f} A_c: {value*1e3:.2f} mV")
print(f"Sampled frozen-box sigma at A_c: {box_sigma*1e3:.2f} mV")
print(f"Sampled slope, charge count on box count: {slope:.4f} (no unit)")
print(f"Sampled number variance / mean number: {number_part:.4f} (no unit)")
print(f"Sampled placement variance / mean number: "
      f"{placement_part:.4f} (no unit)")
for depth_nm, weight in hole_weight.items():
    print(f"Weight with holes at {depth_nm} nm: {weight:.4f} (no unit)")
print(f"Integral of squared weight with holes: {integral*1e9:.4f} nm")
print(f"Sharp-edge integral d/3: {d/3*1e9:.4f} nm")
print(f"Critical area with hole tail: {A_holes*1e18:.1f} nm^2")
print(f"Change of area by hole tail: {(A_holes/A_c-1)*100:.2f} percent")
print("OK")
```

Output:

```
Oxide capacitance per area: 0.020 F/m^2
Acceptor density: 3.00e+24 m^-3
Depletion width: 20.0 nm
Voltage limit: 30.0 mV
Elementary charge: 1.602177e-19 C
Relative permittivity, semiconductor: 12.0
Relative permittivity, oxide: 4.0
Temperature: 300.0 K
Thermal voltage: 25.85 mV
Implied surface potential: 0.9048 V
Depletion charge voltage q N d/C: 0.4807 V
Dopants per area N d: 6.000e+16 m^-2
Critical area: 1.4261e-15 m^2
Critical area: 1426.1 nm^2
Side of equal square: 37.76 nm
Mean dopant number at critical area: 85.57
Square root of that number: 9.250
Frozen-box critical area: 4278.3 nm^2
Frozen-box square side: 65.41 nm
Shift by one dopant at interface: 5.617 mV
3D shift, dopant at 2 nm: 5.056 mV
3D shift, dopant at 5 nm: 4.213 mV
3D shift, dopant at 10 nm: 2.809 mV
3D shift, dopant at 16 nm: 1.123 mV
Formula sigma at 0.5 A_c: 42.43 mV
Sampled sigma at 0.5 A_c: 42.49 mV
Formula sigma at 1.0 A_c: 30.00 mV
Sampled sigma at 1.0 A_c: 29.92 mV
Formula sigma at 2.0 A_c: 21.21 mV
Sampled sigma at 2.0 A_c: 21.00 mV
Sampled frozen-box sigma at A_c: 51.67 mV
Sampled slope, charge count on box count: 0.4995 (no unit)
Sampled number variance / mean number: 0.2467 (no unit)
Sampled placement variance / mean number: 0.0848 (no unit)
Weight with holes at 5 nm: 0.7463 (no unit)
Weight with holes at 10 nm: 0.4927 (no unit)
Weight with holes at 15 nm: 0.2418 (no unit)
Weight with holes at 20 nm: 0.0598 (no unit)
Weight with holes at 25 nm: 0.0086 (no unit)
Integral of squared weight with holes: 6.5980 nm
Sharp-edge integral d/3: 6.6667 nm
Critical area with hole tail: 1411.4 nm^2
Change of area by hole tail: -1.03 percent
OK
```
